# Magnetoresistance of Mott hopping from shrinking localized states: a program that tests the result

```python
"""
Weak-field magnetoresistance of three-dimensional Mott hopping caused by
shrinkage of localized states:
    ln[rho(B)/rho(0)] = t (a/lam)^4 (T0/T)^(3/4),   lam^2 = hbar/(e B),
so it is proportional to B^2. Counting bonds per site gives t = 5/2016.
a: localization length; g: constant density of states; T0 = beta/(k g a^3);
xi0 = (T0/T)^(1/4): zero-field hopping exponent; r: hop length.
Energies are in eV, lengths in nm, temperatures in K, fields in T.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree

K_B = sc.k / sc.e
T_COUNT = 5 / 2016


def inverse_lam4(field):
    """1/lam^4 in nm^-4."""
    return (sc.e * field / sc.hbar * 1e-18) ** 2


# ---- 1. Wavefunction of a zero-range centre in a field (a = hbar = m = 1)
def log_x_over_sinh(x):
    if x < 1e-2:
        return -x**2 / 6 + x**4 / 180
    return np.log(x / np.sinh(x))


def coth_minus_inverse(x):
    if x < 1e-2:
        return x / 3 - x**3 / 45
    return 1 / np.tanh(x) - 1 / x


omega = 0.004          # a^2/lam^2


def level_condition(shift):
    """Vanishes when the short-range boundary condition is unchanged."""
    def integrand(v):
        tau = v * v
        change = np.expm1(shift * tau + log_x_over_sinh(omega * tau / 2))
        return 2 * v * (2 * np.pi * tau) ** -1.5 * np.exp(-tau / 2) * change
    return quad(integrand, 1e-6, 12, epsabs=1e-14, epsrel=1e-10, limit=200)[0]


level_shift = brentq(level_condition, 0, omega**2, xtol=1e-14)
assert abs(level_shift / (omega**2 / 24) - 1) < 0.01


def decay_increase(r, theta):
    """-ln[psi(B)/psi(0)] from the imaginary-time propagator."""
    rho2 = (r * np.sin(theta)) ** 2

    def weight(tau):
        return tau**-1.5 * np.exp(-(tau - r) ** 2 / (2 * tau))

    def changed(tau):
        x = omega * tau / 2
        h = (level_shift * tau + log_x_over_sinh(x)
             - omega * rho2 * coth_minus_inverse(x) / 4)
        return weight(tau) * np.expm1(h)
    opts = dict(epsabs=1e-14, epsrel=1e-10, limit=300, points=[r])
    top = quad(changed, 0.5, 200, **opts)[0]
    bottom = quad(weight, 0.5, 200, **opts)[0]
    return -np.log1p(top / bottom)


r_test = 20.0
wave_rows = []
for angle in (0.0, np.pi / 4, np.pi / 2):
    computed = decay_increase(r_test, angle)
    leading = omega**2 * r_test**3 * np.sin(angle) ** 2 / 24
    with_next = leading + omega**2 * r_test**2 / 24
    # remaining terms are of relative order (omega r)^2, below one per cent
    assert abs(computed / with_next - 1) < 0.01
    wave_rows.append((np.degrees(angle), computed, leading, with_next))

# ---- 2. Area of the site-energy region with pair energy below 1
axis_e = (np.arange(1600) + 0.5) / 1600 * 2.4 - 1.2
e1, e2 = np.meshgrid(axis_e, axis_e)
pair_energy = (abs(e1) + abs(e2) + abs(e1 - e2)) / 2
pair_area = np.mean(pair_energy < 1) * 2.4**2
assert abs(pair_area - 3) < 0.01      # grid resolution


# ---- 3. Percolation of random sites, in physical units
def critical_exponents(temp, fields, dens, a, rng):
    """Smallest connecting exponent; rows are fields, columns directions."""
    kt = K_B * temp
    guess = (22 / (dens * kt * a**3)) ** 0.25   # only sizes the box
    cut, length = 1.2 * guess, a * guess / 2
    box = 9 * length
    n = rng.poisson(2 * dens * cut * kt * box**3)
    pos = rng.random((n, 3)) * box
    en = rng.uniform(-cut * kt, cut * kt, n)
    pairs = cKDTree(pos).query_pairs(cut * a / 2, output_type="ndarray")
    i, j = pairs[:, 0], pairs[:, 1]
    d = pos[i] - pos[j]
    r = np.sqrt((d**2).sum(axis=1))
    hop = (abs(en[i]) + abs(en[j]) + abs(en[i] - en[j])) / 2
    base = 2 * r / a + hop / kt
    near = base < cut
    i, j, r, base = i[near], j[near], r[near], base[near]
    rho2 = d[near, 0] ** 2 + d[near, 1] ** 2
    result = np.zeros((len(fields), 3))
    for row, field in enumerate(fields):
        xi = base + a * r * rho2 * inverse_lam4(field) / 12
        order = np.argsort(xi)
        si, sj, sx = i[order], j[order], xi[order]
        for ax in range(3):
            left = pos[:, ax] < 0.5 * length
            right = pos[:, ax] > box - 0.5 * length

            def spans(m):
                graph = coo_matrix((np.ones(m), (si[:m], sj[:m])),
                                   shape=(n, n)).tocsr()
                count, lab = connected_components(graph, directed=False)
                mark = np.zeros(count, bool)
                mark[lab[left]] = True
                return mark[lab[right]].any()
            low, high = 0, len(sx)
            assert spans(high)
            while high - low > 1:
                mid = (low + high) // 2
                if spans(mid):
                    high = mid
                else:
                    low = mid
            result[row, ax] = sx[high - 1]
    return result


rng = np.random.default_rng(12345)
a_loc = 2.0
sim_density, sim_field, samples = 0.008, 8.0, 36
sim_temps = (4.0, 64.0)
sim_xi, sim_mr, sim_mr_err, sim_beta, sim_t, sim_t_err = [], [], [], [], [], []
for temp in sim_temps:
    data = np.array([critical_exponents(temp, (0.0, sim_field), sim_density,
                                        a_loc, rng) for _ in range(samples)])
    xi_zero = data[:, 0].mean()
    rise = (data[:, 1] - data[:, 0]).mean(axis=1)
    error = rise.std(ddof=1) / np.sqrt(samples)
    unit = a_loc**4 * inverse_lam4(sim_field) * xi_zero**3
    sim_xi.append(xi_zero)
    sim_mr.append(rise.mean())
    sim_mr_err.append(error)
    sim_beta.append(xi_zero**4 * sim_density * K_B * temp * a_loc**3)
    sim_t.append(rise.mean() / unit)
    sim_t_err.append(error / unit)
log_temps = np.log(sim_temps[1] / sim_temps[0])
zero_power = np.log(sim_xi[1] / sim_xi[0]) / log_temps
mr_power = np.log(sim_mr[1] / sim_mr[0]) / log_temps
mr_power_err = np.hypot(sim_mr_err[0] / sim_mr[0],
                        sim_mr_err[1] / sim_mr[1]) / log_temps
assert abs(zero_power + 0.25) < 0.01
assert mr_power_err < 0.08 and abs(mr_power + 0.75) < 3.5 * mr_power_err
beta = np.mean(sim_beta)
t_sim = np.mean(sim_t)
t_sim_err = np.hypot(*sim_t_err) / 2
# bond counting is an approximate criterion, good to tens of per cent
assert 0.6 < t_sim / T_COUNT < 1.8

# ---- 4. Bond counting without expansion in the field
T0 = 4.0e6
density = beta / (K_B * T0 * a_loc**3)
node_s, weight_s = np.polynomial.legendre.leggauss(300)
node_m, weight_m = np.polynomial.legendre.leggauss(24)
cosine, weight_m = (node_m + 1) / 2, weight_m / 2


def neighbours_per_site(xi, temp, field, next_term):
    s = (xi * (node_s + 1) / 2)[:, None]
    c = a_loc**4 * inverse_lam4(field) / 96
    extra = c * (s**3 * (1 - cosine**2) + 2 * next_term * s**2)
    room = np.maximum(xi - s - extra, 0)
    total = (weight_s * xi / 2) @ (s**2 * room**2) @ weight_m
    return (1.5 * 4 * np.pi * (a_loc / 2) ** 3 * density * K_B * temp
            * total / xi)


T_main, B_main = 10.0, 8.0
xi0 = (T0 / T_main) ** 0.25
critical_number = neighbours_per_site(xi0, T_main, 0.0, 0)


def counted_mr(temp, field, next_term=0):
    def solve(b):
        return brentq(lambda x: neighbours_per_site(x, temp, b, next_term)
                      - critical_number, 5, 100, xtol=1e-12, rtol=1e-13)
    return solve(field) - solve(0.0)


def law(temp, field, t=T_COUNT):
    return t * a_loc**4 * inverse_lam4(field) * (T0 / temp) ** 0.75


field_power = np.log(counted_mr(10, 2) / counted_mr(10, 1)) / np.log(2)
temp_power = np.log(counted_mr(10, 1) / counted_mr(5, 1)) / np.log(2)
t_solved = counted_mr(10, 1) / law(10, 1, 1.0)
assert abs(field_power - 2) < 0.01
assert abs(temp_power + 0.75) < 0.01
assert abs(t_solved / T_COUNT - 1) < 0.005

# ---- 5. Example and the effects left out
mass, permittivity, thickness = 0.34, 12.0, 200.0
lam = inverse_lam4(B_main) ** -0.25
eta = a_loc**4 * xi0**2 / (96 * lam**4)
norm = quad(lambda x: x**2 * (1 - x), 0, 1)[0]
mean_x = quad(lambda x: x**3 * (1 - x), 0, 1)[0] / norm
hop_length = mean_x * a_loc * xi0 / 2
hop_energy = (1 - mean_x) * xi0 * K_B * T_main
full = counted_mr(T_main, B_main)
full_next = counted_mr(T_main, B_main, 1)
flux = (B_main * hop_length**1.5 * a_loc**0.5 * 1e-18) / (sc.h / sc.e)
mu_b = sc.physical_constants["Bohr magneton"][0]
zeeman = mu_b * B_main / (sc.k * T_main)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity) * 1e9
gap = coulomb**1.5 * density**0.5
depth = sc.hbar**2 / (2 * mass * sc.m_e * (a_loc * 1e-9) ** 2) / sc.e
a_ratio = 1 / np.sqrt(1 - hop_energy / depth)
linear_field = K_B * T_main / (hop_length * 1e-7) / 1e3

print("WAVEFUNCTION TEST (r/a = %.0f, a^2/lam^2 = %.3f)" % (r_test, omega))
for row in wave_rows:
    print("angle %2.0f deg: computed %.6f, leading %.6f, with next %.6f" % row)
print("level shift / (a^4/(24 lam^4)): %.4f"
      % (level_shift / (omega**2 / 24)))
print("area of pair-energy region / E^2: %.3f" % pair_area)
print("PERCOLATION SIMULATION (%d samples per temperature)" % samples)
print("density of states: %.3f /(eV nm^3), field %.0f T"
      % (sim_density, sim_field))
for n_t, temp in enumerate(sim_temps):
    print("T = %2.0f K: xi(0) %.2f, ln ratio %.5f +- %.5f"
          % (temp, sim_xi[n_t], sim_mr[n_t], sim_mr_err[n_t]))
print("zero-field power of T: %.4f" % zero_power)
print("magnetoresistance power of T: %.3f +- %.3f" % (mr_power, mr_power_err))
print("beta: %.1f" % beta)
print("t simulated: %.5f +- %.5f" % (t_sim, t_sim_err))
print("t simulated / (5/2016): %.2f" % (t_sim / T_COUNT))
print("BOND COUNTING, SOLVED WITHOUT EXPANSION")
print("power of B: %.4f, power of T: %.4f" % (field_power, temp_power))
print("t solved: %.6f, 5/2016: %.6f" % (t_solved, T_COUNT))
print("critical neighbours per site: %.3f" % critical_number)
print("EXAMPLE")
print("a: %.1f nm, T0: %.1e K, T: %.0f K, B: %.0f T"
      % (a_loc, T0, T_main, B_main))
print("density of states: %.2e /(eV cm^3)" % (density * 1e21))
print("magnetic length: %.2f nm, (a/lam)^4: %.3e" % (lam, (a_loc / lam) ** 4))
print("xi0: %.2f, xi0^3: %.0f, eta: %.4f" % (xi0, xi0**3, eta))
print("ln ratio, t = 5/2016: %.4f" % law(T_main, B_main))
print("ln ratio, simulated t: %.4f" % law(T_main, B_main, t_sim))
print("ln ratio, counting without expansion: %.4f" % full)
print("resistance rise, t = 5/2016: %.1f %%"
      % (100 * np.expm1(law(T_main, B_main))))
print("resistance rise, simulated t: %.1f %%"
      % (100 * np.expm1(law(T_main, B_main, t_sim))))
for temp in (7.0, 10.0):
    for field in (4.0, 8.0):
        print("T %2.0f K, B %.0f T: law %.4f, unexpanded %.4f"
              % (temp, field, law(temp, field), counted_mr(temp, field)))
print("EFFECTS LEFT OUT")
print("ln ratio with next wavefunction term: %.4f (%+.0f %%)"
      % (full_next, 100 * (full_next / full - 1)))
print("mean hop length: %.1f nm, film thickness: %.0f nm"
      % (hop_length, thickness))
print("r a / lam^2: %.3f" % (hop_length * a_loc / lam**2))
print("flux through hop / (h/e): %.3f" % flux)
print("Bohr magneton times B / kT: %.3f" % zeeman)
print("mean hop energy: %.2f meV, Coulomb gap: %.2f meV"
      % (hop_energy * 1e3, gap * 1e3))
print("mass: %.2f m_e, relative permittivity: %.0f" % (mass, permittivity))
print("depth below band: %.1f meV, hopping band kT xi0: %.1f meV"
      % (depth * 1e3, K_B * T_main * xi0 * 1e3))
print("band activation depth/kT: %.1f, against xi0 %.1f"
      % (depth / (K_B * T_main), xi0))
print("a at mean hop energy / a at Fermi level: %.2f" % a_ratio)
print("electric field kT/(e r): %.2f kV/cm" % linear_field)
print("every check passed")
```

Running it gives:

```
WAVEFUNCTION TEST (r/a = 20, a^2/lam^2 = 0.004)
angle  0 deg: computed 0.000267, leading 0.000000, with next 0.000267
angle 45 deg: computed 0.002933, leading 0.002667, with next 0.002933
angle 90 deg: computed 0.005598, leading 0.005333, with next 0.005600
level shift / (a^4/(24 lam^4)): 1.0000
area of pair-energy region / E^2: 3.002
PERCOLATION SIMULATION (36 samples per temperature)
density of states: 0.008 /(eV nm^3), field 8 T
T =  4 K: xi(0) 30.16, ln ratio 0.21668 +- 0.01692
T = 64 K: xi(0) 15.00, ln ratio 0.02696 +- 0.00208
zero-field power of T: -0.2520
magnetoresistance power of T: -0.752 +- 0.040
beta: 18.1
t simulated: 0.00336 +- 0.00018
t simulated / (5/2016): 1.36
BOND COUNTING, SOLVED WITHOUT EXPANSION
power of B: 1.9992, power of T: -0.7499
t solved: 0.002480, 5/2016: 0.002480
critical neighbours per site: 1.418
EXAMPLE
a: 2.0 nm, T0: 4.0e+06 K, T: 10 K, B: 8 T
density of states: 6.55e+18 /(eV cm^3)
magnetic length: 9.07 nm, (a/lam)^4: 2.364e-03
xi0: 25.15, xi0^3: 15905, eta: 0.0156
ln ratio, t = 5/2016: 0.0932
ln ratio, simulated t: 0.1263
ln ratio, counting without expansion: 0.0921
resistance rise, t = 5/2016: 9.8 %
resistance rise, simulated t: 13.5 %
T  7 K, B 4 T: law 0.0305, unexpanded 0.0303
T  7 K, B 8 T: law 0.1218, unexpanded 0.1201
T 10 K, B 4 T: law 0.0233, unexpanded 0.0232
T 10 K, B 8 T: law 0.0932, unexpanded 0.0921
EFFECTS LEFT OUT
ln ratio with next wavefunction term: 0.1075 (+17 %)
mean hop length: 15.1 nm, film thickness: 200 nm
r a / lam^2: 0.367
flux through hop / (h/e): 0.160
Bohr magneton times B / kT: 0.537
mean hop energy: 8.67 meV, Coulomb gap: 3.36 meV
mass: 0.34 m_e, relative permittivity: 12
depth below band: 28.0 meV, hopping band kT xi0: 21.7 meV
band activation depth/kT: 32.5, against xi0 25.1
a at mean hop energy / a at Fermi level: 1.20
electric field kT/(e r): 0.57 kV/cm
every check passed
```
